# The one-percent step in the Ziegler-Biersack-Littmark nuclear-stopping formula

## Problem

An ion moving through a solid loses energy in elastic collisions with whole atoms. This is nuclear stopping. The Ziegler-Biersack-Littmark (ZBL) fit gives it as a dimensionless function $s$ of a dimensionless energy $\varepsilon$, in two branches:

$$
s_{\rm low}(\varepsilon)=\frac{\ln(1+A\varepsilon)}{2\left(\varepsilon+B\varepsilon^{C}+D\varepsilon^{1/2}\right)}\quad(\varepsilon\le 30),
\qquad
s_{\rm log}(\varepsilon)=\frac{\ln\varepsilon}{2\varepsilon}\quad(\varepsilon>30),
$$

with $A=1.1383$, $B=0.01321$, $C=0.21226$ and $D=0.19593$.

(a) Starting from elastic two-body scattering, define $\varepsilon$ and $s$, and show where the form $\ln\varepsilon/(2\varepsilon)$ comes from.

(b) Evaluate both branches at $\varepsilon=30$ and show that the change of branch introduces a discontinuity of about one percent.

(c) Explain the size of the step. Could another joining energy remove it?

(d) Compare both values with the scattering integral that the formula is meant to represent.

(e) For boron-11 in silicon, find the ion energy at which the step occurs and its size in eV/nm. Judge its importance beside the effects that the formula leaves out.

## Solution

### (a) Reduced variables and the logarithm

**Energy transfer.** An ion of mass $M_1$, laboratory energy $E$ and speed $v$ meets an atom of mass $M_2$ at rest. The motion is classical and the collision elastic. The centre of mass moves at $v_{\rm c}=M_1v/(M_1+M_2)$, so in the centre-of-mass frame the target atom has speed $v_{\rm c}$ before and after the collision. The collision turns its velocity through the scattering angle $\theta$. The change of a vector of length $v_{\rm c}$ turned through $\theta$ has length $2v_{\rm c}\sin(\theta/2)$. Velocity changes are the same in both frames, and the atom was at rest in the laboratory, so this is its recoil speed. The energy transferred is

$$
T=\tfrac12M_2\,4v_{\rm c}^2\sin^2\frac\theta2
=\gamma E\sin^2\frac\theta2,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
$$

where $E=\tfrac12M_1v^2$ was used.

**Scaling.** Let the atoms repel with the screened Coulomb potential

$$
V(r)=\frac{Z_1Z_2e_0^2}{r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}} .
$$

Here $e_0^2=e^2/(4\pi\epsilon_0)$, $a_0$ is the Bohr radius, and $\phi$ falls from 1 at the origin to 0 at large distance. The energy of relative motion is $E_c=EM_2/(M_1+M_2)$. Measure lengths in units of $a$, writing $x=r/a$ and $\beta=b/a$ for impact parameter $b$, and define

$$
\varepsilon=\frac{aE_c}{Z_1Z_2e_0^2}.
$$

Then $V/E_c=\phi(x)/(\varepsilon x)$, and the orbit depends on $\varepsilon$ and $\beta$ alone.

The stopping cross-section $S$ is the transfer summed over impact parameters. With $2\pi b\,db=\pi a^2\,d(\beta^2)$,

$$
S=\int_0^\infty T\,2\pi b\,db
=\pi a^2\gamma E\int_0^\infty\sin^2\frac\theta2\,d(\beta^2).
$$

The reduced stopping is defined by

$$
s(\varepsilon)=\varepsilon\int_0^\infty\sin^2\frac\theta2\,d(\beta^2),
\qquad S=\frac{\pi a^2\gamma E}{\varepsilon}\,s(\varepsilon).
$$

The prefactor does not depend on energy, because $E/\varepsilon$ is constant for a given pair of atoms. The energy loss per path length is $nS$, with $n$ the number of target atoms per volume.

**The orbit.** Let $\mu$ be the reduced mass and $\chi$ the polar angle of the relative motion. Conservation of angular momentum gives $r^2\dot\chi=vb$. Conservation of energy gives $\dot r^2=v^2(1-V/E_c-b^2/r^2)$, since $E_c=\tfrac12\mu v^2$. Dividing $\dot\chi$ by $|\dot r|$ and adding the equal incoming and outgoing halves of the orbit,

$$
\theta=\pi-2\beta\int_{x_0}^{\infty}\frac{dx}{x^2\sqrt{1-\phi(x)/(\varepsilon x)-\beta^2/x^2}},
$$

where the root vanishes at the closest approach $x_0$.

**The bare Coulomb case.** Set $\phi=1$, $w=1/x$ and $k=1/(2\varepsilon\beta)$. Completing the square gives

$$
1-\frac w\varepsilon-\beta^2w^2=1+k^2-(\beta w+k)^2 .
$$

With $y=\beta w+k$ the orbit integral, including its factor $\beta$, becomes

$$
\int_k^{\sqrt{1+k^2}}\frac{dy}{\sqrt{1+k^2-y^2}}
=\frac\pi2-\arcsin\frac{k}{\sqrt{1+k^2}}
=\frac\pi2-\arctan k .
$$

Hence $\theta=2\arctan k$, or $\tan(\theta/2)=1/(2\varepsilon\beta)$, which is Rutherford scattering. It follows that

$$
\sin^2\frac\theta2=\frac{k^2}{1+k^2}=\frac{1}{1+4\varepsilon^2\beta^2}.
$$

At large $\beta$ this falls as $1/\beta^2$, so the integral over $d(\beta^2)$ diverges logarithmically. Screening removes the distant collisions. Its simplest imitation is a sharp cutoff at $\beta=\beta_m$:

$$
s=\varepsilon\int_0^{\beta_m^2}\frac{dt}{1+4\varepsilon^2t}
=\frac{\ln(1+4\varepsilon^2\beta_m^2)}{4\varepsilon}
\simeq\frac{\ln(2\beta_m\varepsilon)}{2\varepsilon}
\quad(2\beta_m\varepsilon\gg1).
$$

The choice $\beta_m=1/2$ gives $\ln\varepsilon/(2\varepsilon)$. At $\varepsilon=30$ the full cutoff expression is 0.056696 and its large-energy form is 0.056687, so the last approximation costs very little there.

The logarithmic branch thus has the energy dependence of Rutherford scattering with a particular cutoff. At high energy the other branch tends to $\ln(A\varepsilon)/(2\varepsilon)$, which corresponds to $\beta_m=A/2\approx0.57$. The two branches therefore contain different constants beside $\ln\varepsilon$, and nothing in their construction makes them equal at a finite energy.

### (b) Both branches at reduced energy 30

For the first branch,

$$
\ln(1+1.1383\times30)=\ln35.149=3.55960 .
$$

The bracket in the denominator has three terms:

$$
30+0.01321\times30^{0.21226}+0.19593\sqrt{30}
=30+0.02719+1.07315=31.10034 .
$$

Therefore

$$
s_{\rm low}(30)=\frac{3.55960}{2\times31.10034}=0.057228 .
$$

For the second branch,

$$
s_{\rm log}(30)=\frac{\ln30}{60}=\frac{3.40120}{60}=0.056687 .
$$

Each expression is continuous around $\varepsilon=30$. The limit of the two-branch formula from below is therefore $s_{\rm low}(30)$, and the limit from above is $s_{\rm log}(30)$. They differ by

$$
\Delta s=s_{\rm log}(30)-s_{\rm low}(30)=-0.000541 .
$$

This is $-0.945\%$ of the first-branch value, or $-0.954\%$ of the logarithmic value. On either reference, the stopping drops by about one percent as the energy rises through the joint.

The ordinary slope gives this drop a scale. Differentiating the logarithm of the first branch,

$$
\frac{d\ln s_{\rm low}}{d\ln\varepsilon}
=\frac{A\varepsilon}{(1+A\varepsilon)\ln(1+A\varepsilon)}
-\frac{\varepsilon+CB\varepsilon^C+\tfrac12D\varepsilon^{1/2}}{\varepsilon+B\varepsilon^C+D\varepsilon^{1/2}} .
$$

At 30 this is $0.273-0.982=-0.709$. For the other branch the slope is $1/\ln30-1=-0.706$. The relative slopes nearly agree, so the formula has a step in value with hardly any kink. A smooth fall of 0.945% would require an energy increase of about $0.945\%/0.709=1.3\%$. The formula makes that fall at a single energy.

### (c) Why the step is small, and why moving the joint does not remove it

Write the denominator bracket as $\varepsilon(1+q)$, with

$$
q(\varepsilon)=B\varepsilon^{C-1}+D\varepsilon^{-1/2}.
$$

The ratio of the branches is then

$$
\frac{s_{\rm low}}{s_{\rm log}}
=\frac{\ln(1+A\varepsilon)/\ln\varepsilon}{1+q}.
$$

At 30 the logarithm in the numerator is 4.657% larger than $\ln\varepsilon$, while the denominator is 3.668% larger than $\varepsilon$. The ratio is $1.04657/1.03668=1.0095$. The two excesses, 4.7% and 3.7%, largely cancel, and the step is what remains.

A joint without a step needs an energy at which the branches are equal. For $\varepsilon\le1$ there is none, because $s_{\rm log}\le0$ while $s_{\rm low}>0$. For $\varepsilon>1$, the inequality $s_{\rm low}>s_{\rm log}$ means $\ln(1+A\varepsilon)>(1+q)\ln\varepsilon$. Since

$$
\ln(1+A\varepsilon)=\ln\varepsilon+\ln A+\ln\!\left(1+\frac1{A\varepsilon}\right),
$$

this is equivalent to

$$
\ln A+\ln\!\left(1+\frac1{A\varepsilon}\right)>q\ln\varepsilon .
$$

The right side contains functions of the form $f_p=\varepsilon^{-p}\ln\varepsilon$, with $p=1/2$ and $p=1-C=0.78774$. Their derivative is $\varepsilon^{-p-1}(1-p\ln\varepsilon)$. Each therefore has its maximum $1/(pe)$, with $e=2.718\ldots$, at $\ln\varepsilon=1/p$, and falls beyond it. The two maxima lie at $\varepsilon\approx7.4$ and $\varepsilon\approx3.6$, both below 30.

*For $1<\varepsilon\le30$.* Bounding each term by its own maximum,

$$
q\ln\varepsilon\le\frac{2D}{e}+\frac{B}{0.78774\,e}
\approx0.1442+0.0062=0.1504 .
$$

The left side decreases with $\varepsilon$, so it is at least its value at 30, which is $0.1295+\ln(35.149/34.149)\approx0.1584$. The inequality holds.

*For $\varepsilon\ge30$.* Here $q\ln\varepsilon$ falls with energy, so it is at most its value at 30, which is 0.12475. The left side exceeds $\ln A=0.12954$. The inequality holds again.

The branches never meet, and no choice of joining energy makes this pair continuous. The gap relative to $s_{\rm log}$ has a local minimum of 0.897% at $\varepsilon=45.4$, so moving the joint there would gain almost nothing.

At very high energy $q\ln\varepsilon$ tends to zero, and the relative gap tends to $\ln A/\ln\varepsilon$. It vanishes in the limit, but only as slowly as the inverse of a logarithm. Keeping the first branch at all energies would remove the step. That is a different formula, and its continuity alone does not show that it is more accurate.

### (d) Comparison with the scattering integral

The formula is meant to represent $s(\varepsilon)$ for the universal screening function

$$
\begin{aligned}
\phi(x)={}&0.18175\,e^{-3.19980x}+0.50986\,e^{-0.94229x}\\
&+0.28022\,e^{-0.40290x}+0.028171\,e^{-0.20162x}.
\end{aligned}
$$

Evaluating the orbit integral and then the integral over $\beta^2$ numerically gives $s(30)=0.0598$. The first branch lies 4.3% below this value and the logarithmic branch 5.2% below it, both relative to the integral. At this energy the first branch is the nearer one, and the switch moves the fit further away. The step is still several times smaller than the error of either branch.

The scattering angle and the integrals above are continuous functions of energy for this smooth repulsive potential. The step belongs to the fit, and no change in the collisions occurs at $\varepsilon=30$.

Within this classical model the leading logarithm is sound. Between $\varepsilon=10^4$ and $10^5$, the numerically integrated $2\varepsilon s$ rises by 1.0004 times $\ln10$. Both branches have a slope of 1 in this limit. What separates them is the constant beside the logarithm and the corrections at finite energy. For the integral, $2\varepsilon s-\ln\varepsilon$ is about 0.27 at these energies, against limits of $\ln A=0.13$ and 0 for the two branches. This range tests the model and not real collisions: for boron on silicon it means about 0.1 to 1 GeV, where the head-on approach distance $a/\varepsilon$ is 1.4 fm or less, smaller than the nuclei themselves.

The integral is itself a model result. It assumes classical orbits and one averaged screening function for all pairs of atoms, so 0.0598 is a reference for the fit and not a measured value.

### (e) Boron in silicon

Take $Z_1=5$, $M_1=11.009$ u, $Z_2=14$ and $M_2=28.086$ u, with $e_0^2=1.440$ eV nm. The screening length is

$$
a=\frac{0.8854\times0.05292\ \text{nm}}{5^{0.23}+14^{0.23}}=0.01427\ \text{nm}.
$$

Solving the definition of $\varepsilon$ for the laboratory energy at the joint,

$$
E=\frac{30\,Z_1Z_2e_0^2}{a}\,\frac{M_1+M_2}{M_2}
=\frac{30\times70\times1.440}{0.01427}\times\frac{39.095}{28.086}\ \text{eV}
\approx295\ \text{keV}.
$$

The cubic cell of silicon has edge 0.5431 nm and holds eight atoms, so $n=8/(0.5431\ \text{nm})^3=49.94\ \text{nm}^{-3}$. With $\gamma=0.8092$, the factor that converts $s$ to energy loss per path length is

$$
\frac{n\pi a^2\gamma E}{\varepsilon}=254.2\ \text{eV/nm}.
$$

The nuclear stopping is therefore $254.2\times0.057228=14.55$ eV/nm just below the joint and $254.2\times0.056687=14.41$ eV/nm just above it. The step is $-0.14$ eV/nm.

A single collision tests the reduced variables and the kinematics together. For $b=0.1a$ at this energy, integrating Newton's equations for both atoms gives a recoil energy of 5.935 keV. The formula $\gamma E\sin^2(\theta/2)$, with $\theta$ from the orbit integral, gives the same 5.935 keV. Without screening, $\sin^2(\theta/2)=1/(1+4\times30^2\times0.1^2)=1/37$, and the transfer would be about 6.45 keV. Screening already matters at a tenth of the screening length.

**The real implant.** Boron energies of a few hundred keV are used, roughly, for deep wells in silicon devices, so the joint falls inside a practical range. The largest omission from the total energy loss is the loss to electrons. The Lindhard-Scharff estimate, taken here as a known approximate formula, reads in Hartree atomic units

$$
S_e=\frac{8\pi Z_1^{7/6}Z_2\,v}{\left(Z_1^{2/3}+Z_2^{2/3}\right)^{3/2}} .
$$

It applies for $v<Z_1^{2/3}$. Here $v=1.039$ and the limit is 2.924. Multiplied by $n$, it gives about 350 eV/nm, uncertain by some tens of percent. Nuclear stopping is then about 4% of the total, and the step changes the total by about 0.04%. For the total energy loss near 295 keV the step is negligible. For the energy given to recoiling atoms, which is the source of displacement damage, it remains a one-percent effect at that energy, still below the 4 to 5% error of the fit found in (d).

The formula also assumes that impact parameters are random, and a crystal can violate this. Along a $\langle110\rangle$ row the atoms are $d=0.384$ nm apart. Averaged along the row, the unscreened repulsion is that of a line charge, whose force at distance $\rho$ is $2Z_1Z_2e_0^2/(d\rho)$. Its potential therefore changes by $(2Z_1Z_2e_0^2/d)\ln2$ when $\rho$ doubles, and the energy scale is

$$
\frac{2Z_1Z_2e_0^2}{d}=\frac{2\times70\times1.440}{0.384}\ \text{eV}=525\ \text{eV}.
$$

An ion travelling at a small angle $\psi$ to the row has transverse energy $E\psi^2$. Equating this to the row scale gives

$$
\psi\approx\sqrt{\frac{525\ \text{eV}}{295\,000\ \text{eV}}}=0.042\ \text{rad}\approx2.4^\circ .
$$

This is only a scale. The unscreened form is meant for $\psi<a/d=0.037$, which is slightly exceeded here. Averaging the screened potential along the row instead gives $1.6^\circ$ to $2.5^\circ$ for closest distances to the row between 0.02 and 0.0075 nm. Ions that enter between the rows within roughly $2^\circ$ can be steered away from close collisions. Those collisions carry the large transfers in the integral for $s$, so the nuclear stopping of such ions can fall well below 14.5 eV/nm. The random-target formula cannot say by how much. For these ions the failure of its main assumption matters far more than the choice of branch.

The numerical output lists the main values.

## Calculated quantities

```
reduced energy at the joint: 30
low branch, 1 + 1.1383 eps: 35.149
low branch, numerator: 3.55960
low branch, term 0.01321 eps^0.21226: 0.02719
low branch, term 0.19593 eps^0.5: 1.07315
low branch, bracket: 31.10034
low branch, reduced stopping: 0.057228
log branch, ln(eps): 3.40120
log branch, reduced stopping: 0.056687
jump, log minus low: -0.000541
jump relative to low branch: -0.945 %
jump relative to log branch: -0.954 %
excess of logarithm ratio: 4.657 %
excess of denominator ratio q: 3.668 %
ln(1.1383): 0.12954
q ln(eps) at the joint: 0.12475
reduced energy of local minimum gap: 45.4
local minimum gap relative to log branch: 0.897 %
Coulomb stopping with cutoff beta = 1/2: 0.056696
scattering integral, reduced stopping: 0.059800
low branch minus integral, relative to integral: -4.30 %
log branch minus integral, relative to integral: -5.21 %
logarithmic slope of 2 eps s, eps 1e4 to 1e5: 1.0004
boron in silicon: Z1 = 5, Z2 = 14, M1 = 11.009 u, M2 = 28.086 u
silicon lattice parameter: 0.5431 nm
silicon atomic density: 49.94 nm^-3
screening length: 0.01427 nm
ion energy at the joint: 294.9 keV
maximum fractional energy transfer: 0.8092
stopping per unit reduced stopping: 254.23 eV/nm
nuclear stopping, low branch: 14.549 eV/nm
nuclear stopping, log branch: 14.411 eV/nm
jump in nuclear stopping: -0.138 eV/nm
trajectory test, impact parameter / a: 0.1
trajectory test, recoil energy: 5.935 keV
trajectory test, formula: 5.935 keV
ion speed: 1.039 atomic units
speed limit of electronic estimate: 2.924 atomic units
electronic stopping, rough estimate: 353 eV/nm
nuclear share of total stopping: 4.0 %
jump relative to total stopping: -0.037 %
atom spacing in <110> row: 0.3840 nm
row energy 2 Z1 Z2 e0^2/d: 525 eV
channeling angle, rough estimate: 2.4 degrees
```
